# Cold Smearing from Moment Conditions and Its Cubic Free-Energy Error

In a metal the occupation of a band state jumps at the Fermi energy, and a Brillouin-zone sum over a finite mesh converges slowly because mesh points fall on one side or the other of the jump. Rounding the jump with a Gaussian of width $\sigma$ cures the sum but changes the quantity being summed: the free energy acquires an error proportional to $\sigma^2$. For the chain treated below, with $\sigma=0.01$ hartree, this error is $-2.50$ meV per site. A smearing function can be shaped to remove the quadratic error, but some shapes that do so give negative occupations, and with them possibly negative electron densities. Marzari-Vanderbilt cold smearing removes the quadratic error and keeps the occupations nonnegative.

Take a fixed set of one-particle energies $\varepsilon_i$, with spin included in all sums. Changes of the spectrum through self-consistency are not considered. Energies are in hartree, and $\sigma$ is a numerical width, not a physical temperature. With chemical potential $\mu$, let

$$x_i=\frac{\mu-\varepsilon_i}{\sigma},\qquad f(x)=\int_{-\infty}^{x}d(t)\,dt,\qquad M_n=\int_{-\infty}^{\infty}t^n d(t)\,dt .$$

Deeply occupied states have large positive $x$. The function $d$ replaces the Dirac delta function; it has $M_0=1$ and decays like a Gaussian times a polynomial.

The occupations should make a free energy stationary. Assign to each state a generalized entropy $s$, a function of the same parameter as $f$, and consider

$$G=\sum_i\left[(\varepsilon_i-\mu)f(y_i)-\sigma s(y_i)\right]$$

with independent parameters $y_i$. If $s'(y)=-y\,d(y)$, then, since $f'=d$,

$$\frac{\partial G}{\partial y_i}=d(y_i)\left[\varepsilon_i-\mu+\sigma y_i\right],$$

which vanishes at $y_i=x_i$, as required. With no entropy for empty states,

$$s(x)=-\int_{-\infty}^{x}t\,d(t)\,dt .$$

The second derivative at $y_i=x_i$ is $\sigma d(x_i)$. The stationary point is therefore a minimum with respect to $y_i$ where $d>0$, but a maximum where $d<0$.

At the stationary point, $\varepsilon-\mu=-\sigma x$, and one state contributes

$$-\sigma x f(x)+\sigma\int_{-\infty}^{x}t\,d(t)\,dt=-\sigma\int_{-\infty}^{x}(x-t)\,d(t)\,dt .$$

Because $\sigma(x-t)=(\mu-\sigma t)-\varepsilon$, this is the sharp contribution $-(\mu'-\varepsilon)$ of a state below a displaced chemical potential $\mu'=\mu-\sigma t$, averaged with weight $d(t)$. The upper limit $t=x$ is where the state ceases to lie below $\mu'$. Summing over states gives

$$\Omega_\sigma(\mu)=\int_{-\infty}^{\infty}d(t)\,\Omega_0(\mu-\sigma t)\,dt,\qquad \Omega_0(\mu)=-\int_{-\infty}^{\mu}g(\varepsilon)(\mu-\varepsilon)\,d\varepsilon ,$$

where $g$ is the density of states.

Differentiation gives $\Omega_0'=-N_0$, $\Omega_0''=-g$, $\Omega_0'''=-g'$ and $\Omega_0''''=-g''$, where $N_0(\mu)$ is the sharp electron count. If $g$ is smooth around $\mu$, Taylor expansion of $\Omega_0(\mu-\sigma t)$ yields

$$\Omega_\sigma=M_0\Omega_0+\sigma M_1N_0-\frac{\sigma^2M_2}{2}g+\frac{\sigma^3M_3}{6}g'-\frac{\sigma^4M_4}{24}g''+O(\sigma^5).$$

Singularities of $g$ at a fixed distance from $\mu$ enter through the tails of $d$ and are smaller than any power of $\sigma$ as $\sigma\to0$. The expansion shows why $M_1$ and $M_2$ should vanish. A plain Gaussian, $d=e^{-x^2}/\sqrt\pi$, has $M_1=0$ but $M_2=1/2$, and its leading error is $-g\sigma^2/4$.

The moment conditions do not determine a function, so a form must be chosen. Take a Gaussian of unit width displaced by $a$, times a linear polynomial:

$$d(x)=\frac{e^{-u^2}}{\sqrt\pi}(b_0+b_1u),\qquad u=x-a .$$

Let angle brackets denote averages with weight $e^{-u^2}/\sqrt\pi$. Odd powers average to zero, while $\langle u^2\rangle=1/2$ and $\langle u^4\rangle=3/4$. Normalization gives $b_0=1$. The first moment is

$$M_1=\langle(u+a)(1+b_1u)\rangle=a+\frac{b_1}{2}=0,$$

so $b_1=-2a$. The second is then

$$M_2=\langle(u^2+2au+a^2)(1-2au)\rangle=\frac12+a^2-4a^2\cdot\frac12=\frac12-a^2 .$$

It vanishes for $a=\pm1/\sqrt2$. The sign of the occupations decides between the two. Since $-2ve^{-v^2}$ is the derivative of $e^{-v^2}$,

$$f=\frac1{\sqrt\pi}\int_{-\infty}^{u}(1-2av)e^{-v^2}dv=\frac12\operatorname{erfc}(-u)+\frac{a}{\sqrt\pi}e^{-u^2}.$$

For $a=+1/\sqrt2$ both terms are positive. For $a=-1/\sqrt2$, put $u=-v$ with $v>0$. In the integral defining $\operatorname{erfc}(v)$ the variable $w$ exceeds $v$, so

$$\frac12\operatorname{erfc}(v)=\frac1{\sqrt\pi}\int_v^\infty e^{-w^2}dw<\frac1{\sqrt\pi}\int_v^\infty\frac wv e^{-w^2}dw=\frac{e^{-v^2}}{2v\sqrt\pi}.$$

Hence

$$f<\frac{e^{-v^2}}{\sqrt\pi}\left(\frac1{2v}-\frac1{\sqrt2}\right),$$

which is negative for $v>1/\sqrt2$. Nonnegativity selects the positive displacement, and $1-2au=1-\sqrt2(x-1/\sqrt2)=2-\sqrt2x$ gives the cold-smearing function

$$d(x)=\frac1{\sqrt\pi}e^{-(x-1/\sqrt2)^2}(2-\sqrt2x),$$

$$f(x)=\frac12\operatorname{erfc}\!\left(\frac1{\sqrt2}-x\right)+\frac1{\sqrt{2\pi}}e^{-(x-1/\sqrt2)^2}.$$

This uniqueness belongs to the chosen form. The function

$$\frac{e^{-x^2}}{\sqrt\pi}\left(\frac32-x^2-x^3+\frac32x\right)$$

also has $M_0=3/2-1/2=1$, $M_1=-3/4+3/4=0$ and $M_2=3/4-3/4=0$, and numerical integration on a fine grid finds no negative occupation for it either.

Cold occupations are nonnegative, but they are not bounded by one. The factor $2-\sqrt2x$ changes sign at $x=\sqrt2$, where $f$ reaches its maximum of 1.0833 before falling back to one. No smooth choice of $d$ with $M_2=0$ avoids this while keeping $f\ge0$. To see it, integrate $M_2$ by parts, using $d=f'$ for negative $x$ and $d=-(1-f)'$ for positive $x$. The boundary terms vanish, leaving

$$M_2=2\int_{-\infty}^{0}|x|f\,dx+2\int_0^\infty x(1-f)\,dx .$$

If $0\le f\le1$, both integrals are nonnegative, and their sum can vanish only for a sharp step. In cold smearing the two terms are $0.1210$ and $-0.1210$; the overfilled states supply the negative one.

The entropy has a simple form. With $2a^2=1$,

$$-(u+a)(1-2au)=-u-a+2au^2+2a^2u=-a(1-2u^2).$$

Since $(1-2u^2)e^{-u^2}$ is the derivative of $ue^{-u^2}$, integration gives

$$s(x)=-\frac{a}{\sqrt\pi}ue^{-u^2}=\frac1{\sqrt{2\pi}}\left(\frac1{\sqrt2}-x\right)e^{-(x-1/\sqrt2)^2}.$$

It is negative for $x>1/\sqrt2$, so it cannot be read as a thermodynamic entropy. Since $f$ is not monotonic, $s$ is specified through $x$, not as a single-valued function of $f$.

The order of the remaining error depends on the third moment:

$$M_3=\langle(u+a)^3(1-2au)\rangle=\frac{3a}{2}+a^3-2a\left(\frac34+\frac{3a^2}{2}\right)=-2a^3=-\frac1{\sqrt2}.$$

The fourth follows in the same way from the even and odd parts of $(u+a)^4$:

$$M_4=\frac34+3a^2+a^4-2a(3a+2a^3)=\frac34-3a^2-3a^4=-\frac32 .$$

Therefore $\Omega_\sigma=\Omega_0+\Delta$, with

$$\Delta(\mu)=-\frac{\sigma^3g'(\mu)}{6\sqrt2}+\frac{\sigma^4g''(\mu)}{16}+O(\sigma^5).$$

A calculation usually fixes the electron number $N$ rather than $\mu$. Its free energy is $A=\sum_i(f_i\varepsilon_i-\sigma s_i)=\Omega_\sigma(\mu_\sigma)+\mu_\sigma N$, where $\mu_\sigma$ gives the correct number of electrons. The contribution of one state to $\Omega_\sigma$ has $\mu$-derivative $-f$, so $-\Omega_\sigma'$ is the smeared electron count, and $F(\mu)=\Omega_\sigma(\mu)+\mu N$ is stationary at $\mu_\sigma$. Let $E_F$ be the zero-width Fermi energy and $E_0$ the zero-width energy, so that $F(E_F)=E_0+\Delta(E_F)$. The number condition, to leading order in $\delta\mu=\mu_\sigma-E_F$, reads

$$N=N-\Delta'(E_F)+g\,\delta\mu,\qquad \delta\mu=\frac{\Delta'(E_F)}{g}=-\frac{\sigma^3g''}{6\sqrt2\,g}+O(\sigma^4),$$

provided $g(E_F)>0$. Because $F$ is stationary at $\mu_\sigma$ and $F''\approx-g$, replacing $E_F$ by $\mu_\sigma$ changes $F$ by about $g\,\delta\mu^2/2$, which is of order $\sigma^6$. Thus

$$\boxed{A(\sigma)-E_0=-\frac{\sigma^3}{6\sqrt2}g'(E_F)+\frac{\sigma^4}{16}g''(E_F)+O(\sigma^5)}$$

The leading error is cubic when the density of states has a nonzero slope at the Fermi energy. If the slope vanishes but $g''$ does not, it is quartic. A gap needs separate treatment, because the derivation assumed $g(E_F)>0$. If $\mu$ is held inside the gap, many widths from either edge, $g$ and all its derivatives vanish there, and only Gaussian tails contribute to $\Omega_\sigma-\Omega_0$. The electron count is then very slightly too large, since cold occupations lie just above one for the filled states and just above zero for the empty ones. Meeting the number condition exactly would require some valence states with $f<1$. This would move $\mu$ to within one width of the valence-band edge $E_v$. If the number of states between $\varepsilon$ and $E_v$ grows as $(E_v-\varepsilon)^p$, the condition is met $0.92$, $0.65$, $0.37$ and $0.07$ widths above the edge for $p=0$, $1/2$, $1$ and $3/2$ (an isolated level, and band edges in one, two and three dimensions). The error of $A$ is then no longer limited to the tails but is proportional to $\sigma^{p+1}$. For an insulator, $\mu$ should therefore be kept inside the gap.

The band energy $E=\sum_if_i\varepsilon_i$ has a different error. Let $S=\sum_is_i$ and differentiate $A=E-\sigma S$ at fixed $N$. With $f'=d$ and $s'=-xd$,

$$\frac{dA}{d\sigma}=\sum_i d(x_i)\frac{dx_i}{d\sigma}(\varepsilon_i+\sigma x_i)-S=\mu\frac{dN}{d\sigma}-S=-S,$$

because $\varepsilon_i+\sigma x_i=\mu$ for every state. Write $A=E_0+c_3\sigma^3+c_4\sigma^4$, with $c_3=-g'/(6\sqrt2)$ and $c_4=g''/16$. Then $S=-3c_3\sigma^2-4c_4\sigma^3$, and

$$E=A+\sigma S=E_0-2c_3\sigma^3-3c_4\sigma^4,\qquad \frac{2A+E}{3}=E_0-\frac{c_4}{3}\sigma^4,$$

up to terms of order $\sigma^5$. The cubic error of $E$ is twice that of $A$ and of opposite sign, so the weighted mean removes it.

A tight-binding chain with $\varepsilon=-2t\cos k$ and $t=0.1$ hartree shows the sizes involved. It is a model with round parameters. States are filled up to $k_F=\pi/3$, which gives $N=2k_F/\pi=2/3$ electron per site and $E_F=-0.1$ hartree. Since $N_0=2k/\pi$ and $d\varepsilon/dk=2t\sin k$, repeated division of $k$-derivatives by $2t\sin k$ gives

$$g=\frac1{\pi t\sin k},\qquad g'=-\frac{\cos k}{2\pi t^2\sin^3k},\qquad g''=\frac{1+2\cos^2k}{4\pi t^3\sin^5k}.$$

At $k_F$ these are $3.6755$, $-12.252$ and $245.04$ in the corresponding inverse powers of hartree, per site. Hence $c_3=12.252/(6\sqrt2)=1.4439$ and $c_4=245.04/16=15.315$. The reference energy is

$$E_0=-\frac{1}{\pi}\int_{-k_F}^{k_F}2t\cos k\,dk=-\frac{4t}{\pi}\sin k_F=-0.110266\ \text{hartree per site}.$$

For $\sigma=0.01$ hartree the formula predicts

$$A-E_0\approx1.444\times10^{-6}+1.53\times10^{-7}=1.597\times10^{-6}\ \text{hartree per site}.$$

An explicit sum over 2000 $k$ points gives $1.621\times10^{-6}$ hartree, or $0.044$ meV, per site. The prediction is low by 1.5 percent of the computed error. Gaussian smearing of the same width gives $-9.195\times10^{-5}$ hartree, close to $-g\sigma^2/4=-9.189\times10^{-5}$ hartree and 57 times larger in magnitude than the cold-smearing error.

Halving the width from $0.02$ to $0.0025$ hartree in three steps gives local exponents of 3.21, 3.09 and 3.04. They approach three from above because the quartic term has the same sign as the cubic one here. These two terms alone give 3.13, 3.07 and 3.04, and higher orders supply the rest. The ratio of the quartic to the cubic term is $c_4\sigma/c_3=10.6\,\sigma$, with $\sigma$ in hartree, so at $0.02$ hartree the quartic term is still 21 percent of the cubic one. At $0.0025$ hartree the two terms together agree with the computed error to about 0.1 percent of that error.

At this smallest width, $A-E_0=2.32\times10^{-8}$ hartree and $E-E_0=-4.70\times10^{-8}$ hartree per site, showing the ratio of nearly $-2$. The combination $(2A+E)/3$ leaves $-2.1\times10^{-10}$ hartree. The chemical potential moves by $-1.27\times10^{-7}$ hartree, against a leading prediction of $-1.23\times10^{-7}$ hartree. The entropy sum is negative at all four widths, as $S\approx-3c_3\sigma^2$ requires for positive $c_3$.

Other fillings test the role of the slope. At $k_F=2\pi/3$, $g'$ has the opposite sign and $g''$ is unchanged; the error at $\sigma=0.0025$ hartree becomes $-2.20\times10^{-8}$ hartree per site. At half filling, $\cos k_F=0$ and $g'$ vanishes. The exponent between $\sigma=0.01$ and $0.005$ hartree is then 4.01, and the error at the smaller width is $3.11\times10^{-9}$ hartree per site.

The expansion presumes that the mesh resolves the smearing width. With 12 points and $\sigma=0.0025$ hartree, one pair of levels lies at $E_F$, but the neighbouring levels are at $-0.173$ and $0$ hartree, many widths away. The result differs from $E_0$ by $2.4\times10^{-3}$ hartree per site, about $10^5$ times the smearing error on the fine mesh. Widely spaced levels can also make $\mu$ ambiguous: for an isolated level $df/d\mu=d(x)/\sigma$ is negative beyond $x=\sqrt2$, so the same electron number can occur at more than one $\mu$. A reduction of $\sigma$ therefore has to be accompanied by a check of the mesh. The numerical output lists the values for all four widths.

## Calculated quantities

```
Displacements solving the moment conditions: -0.707107, 0.707107
Cold moments M0..M4: 1.000000, 0.000000, 0.000000, -0.707107, -1.500000
Cold occupation: maximum 1.083315 at x = 1.414
Cold occupation at x = 0: 0.400626
Mirror shape: minimum occupation -0.083315
M2 part from x<0: 0.120985; from x>0: -0.120985
Chain hopping t: 0.100 hartree; k points: 2000
Fermi wave number: 1.047198 rad per site spacing
Electrons per site: 0.666667
Fermi energy: -0.100000 hartree
Zero-width energy E0: -0.1102657791 hartree per site
g: 3.675526 per hartree per site
g': -12.251753 per hartree^2 per site
g'': 245.0351 per hartree^3 per site
Cubic coefficient: 1.443883 hartree^-2 per site
Quartic coefficient: 15.314692 hartree^-3 per site
Width 0.0200 hartree: A-E0 = 1.494702e-05, E-E0 = -3.471669e-05 hartree
  cubic term 1.155106e-05, cubic+quartic 1.400141e-05 hartree
  (2A+E)/3-E0 = -1.607548e-06 hartree; S = -2.483186e-03 per site
Width 0.0100 hartree: A-E0 = 1.620865e-06, E-E0 = -3.446951e-06 hartree
  cubic term 1.443883e-06, cubic+quartic 1.597030e-06 hartree
  (2A+E)/3-E0 = -6.840688e-08 hartree; S = -5.067816e-04 per site
Width 0.0050 hartree: A-E0 = 1.907399e-07, E-E0 = -3.924730e-07 hartree
  cubic term 1.804854e-07, cubic+quartic 1.900571e-07 hartree
  (2A+E)/3-E0 = -3.664433e-09 hartree; S = -1.166426e-04 per site
Width 0.0025 hartree: A-E0 = 2.317940e-08, E-E0 = -4.699884e-08 hartree
  cubic term 2.256067e-08, cubic+quartic 2.315890e-08 hartree
  (2A+E)/3-E0 = -2.133442e-10 hartree; S = -2.807130e-05 per site
Local exponents between successive widths: 3.2050, 3.0871, 3.0407
mu-EF at width 0.0025 hartree: -1.267631e-07 hartree
  leading prediction: -1.227616e-07 hartree
dA/dsigma at width 0.01 hartree: 5.068050e-04 per site
A-E0 at width 0.01 hartree: 0.044106 meV per site
Gaussian A-E0 at width 0.01 hartree: -9.195238e-05 hartree
  leading prediction: -9.188815e-05 hartree
  same Gaussian error: -2.502152 meV per site
k_F = 2 pi/3, width 0.0025 hartree: A-E0 = -2.198148e-08 hartree
Half filling, widths 0.01 and 0.005 hartree: exponent 4.0057
Half filling, width 0.005 hartree: A-E0 = 3.112605e-09 hartree
12 k points, width 0.0025 hartree: A-E0 = 2.394009e-03 hartree
```
